# Hot electrons with constant free path: the Druyvesteyn limit and its range: verification in Python

```python
# Result under test: electrons with an energy-independent free path l, scattered
# by acoustic phonons (sound speed u, lattice temperature T) in a field F, have
#   f0(E) ~ exp(-E/kT) * (1 + E/a)**(a/kT),   a = (e F l)^2 / (6 m u^2),
# which for a >> kT becomes exp(-(E/E_D)^2) in the bulk, E_D = sqrt(2 a kT),
# while the far tail E >> a stays linear in E with slope -1/kT.
# Symbols: m band mass, Xi deformation potential, rho mass density.
# Reduced units in the simulation: m = kT = l = 1.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import gamma as G

hbar, kB, e = sc.hbar, sc.k, sc.e
meV = 1e-3 * e
nodes, weights = np.polynomial.legendre.leggauss(80)

# ---- rough, round parameters in the regime of high-purity germanium ----
mass = 0.2 * sc.m_e
sound = 5.0e3
density = 5.3e3
Xi = 10.0 * e
temperature = 15.0
field = 600.0          # V/m


def free_path(temp, u):
    return np.pi * hbar**4 * density * u**2 / (mass**2 * Xi**2 * kB * temp)


def golden_rule(energy, temp, u):
    """Collision rate, energy drift and energy diffusion with Bose factors."""
    k = np.sqrt(2 * mass * energy) / hbar
    ks = mass * u / hbar
    pre = Xi**2 * mass / (4 * np.pi * density * u * hbar**2 * k)
    rate = drift = diffusion = 0.0
    for sign, top in ((-1, 2 * (k - ks)), (1, 2 * (k + ks))):
        q = top * (nodes + 1) / 2
        quantum = hbar * u * q
        bose = 1 / np.expm1(quantum / (kB * temp)) + (sign < 0)
        part = pre * q**2 * bose * weights * top / 2
        rate += part.sum()
        drift += (part * sign * quantum).sum()
        diffusion += 0.5 * (part * quantum**2).sum()
    return rate, drift, diffusion


# ---- test: free path, energy drift and diffusion from the golden rule ----
slow = 500.0           # slow sound: nearly elastic limit
kT = kB * temperature
for ratio in (3.0, 5.0, 8.0):
    E = ratio * kT
    speed = np.sqrt(2 * E / mass)
    rate, drift, diffusion = golden_rule(E, temperature, slow)
    path = free_path(temperature, slow)
    D = 2 * mass * slow**2 * E * speed / path
    assert abs(rate * path / speed - 1) < 5e-3
    assert abs(diffusion / D - 1) < 5e-3
    assert abs(drift / (D * (2 / E - 1 / kT)) - 1) < 1e-2


# ---- closed-form distribution, energies in units of kT ----
def log_f(x, a):
    return -(x - a * np.log1p(x / a))


def integral(func, a, low=0.0):
    top = 12 * np.sqrt(2 * a) + 80
    return quad(lambda t: 2 * t * func(t * t) * np.exp(log_f(t * t, a)),
                np.sqrt(low), np.sqrt(top), limit=300)[0]


def averages(a):
    norm = integral(np.sqrt, a)
    mean = integral(lambda x: x**1.5, a) / norm
    square = integral(lambda x: x**2.5, a) / norm
    return norm, mean, square / mean**2


def drift_velocity(force, a):
    return (force / 3 * np.sqrt(2) * integral(lambda x: 1.0, a)
            / integral(np.sqrt, a))


# ---- test: approach to the Druyvesteyn limit and return to a linear tail ----
druy_mean = G(1.25) / G(0.75)
druy_shape = G(1.75) * G(0.75) / G(1.25)**2
gap3 = averages(1e3)[2] - druy_shape
gap5 = averages(1e5)[2] - druy_shape
assert 8 < gap3 / gap5 < 12
assert abs(averages(1e5)[1] / np.sqrt(2e5) / druy_mean - 1) < 0.01


def local_exponent(x, a):
    h = 1e-3
    up, down = -log_f(x * (1 + h), a), -log_f(x * (1 - h), a)
    return np.log(up / down) / np.log((1 + h) / (1 - h))


assert abs(local_exponent(0.01, 10.0) - 2) < 0.01
assert abs(local_exponent(1e4, 10.0) - 1) < 0.02
u_test = 0.05
f_test = np.sqrt(6 * u_test**2 * 1e5)
v_one, v_four = drift_velocity(f_test, 1e5), drift_velocity(4 * f_test, 16e5)
assert abs(v_four / v_one - 2) < 0.02
v_limit = (f_test / 3 * np.sqrt(2 / np.sqrt(2e5))
           * np.sqrt(np.pi) / G(0.75))
assert abs(v_one / v_limit - 1) < 0.01


# ---- simulation: exact phonon kinematics, no expansion of any kind ----
def simulate(u, force, top_energy, start, burn, steps, count, seed,
             tail=1e9, fixed_rate=None):
    """Time averages; fixed_rate replaces constant path by constant time."""
    rng = np.random.default_rng(seed)
    p_top = np.sqrt(2 * top_energy)
    total = (p_top + u)**2 / p_top * (1 + 2 * u * (p_top + u))
    if fixed_rate:
        total *= fixed_rate / p_top
    cosine = rng.uniform(-1, 1, count)
    pz = np.sqrt(2 * start) * cosine
    perp2 = 2 * start * (1 - cosine**2)
    sums = np.zeros(4)
    for step in range(burn + steps):
        pz = pz + force * rng.exponential(1 / total, count)
        p2 = pz**2 + perp2
        p = np.sqrt(p2)
        if step >= burn:
            en = p2 / 2
            sums += (en.mean(), (en**2).mean(), pz.mean(),
                     (en > tail).mean())
        sign = np.where(rng.random(count) < 0.5, -1.0, 1.0)
        q = 2 * (p + u) * np.sqrt(rng.random(count))
        y = -sign * u * q
        chance = y / (-np.expm1(-y)) * (p + u)**2 / (p * total)
        if fixed_rate:
            chance *= fixed_rate / np.sqrt(np.maximum(p2 - y, 1e-12))
        mu = (u - sign * q / 2) / p
        hit = np.nonzero((rng.random(count) < chance) & (abs(mu) <= 1))[0]
        c, s, qh, mh = pz[hit] / p[hit], sign[hit], q[hit], mu[hit]
        phi = 2 * np.pi * rng.random(hit.size)
        side = np.sqrt(np.maximum((1 - mh**2) * (1 - c**2), 0))
        new_z = pz[hit] + s * qh * (mh * c + side * np.cos(phi))
        new_p2 = p2[hit] + 2 * s * u * qh
        pz[hit] = new_z
        perp2[hit] = np.maximum(new_p2 - new_z**2, 0)
    mean, square, velocity, above = sums / steps
    return mean, square / mean**2, velocity, above


# near-ideal case: very weak inelasticity, a = 50 kT
a_ideal, u_ideal = 50.0, np.sqrt(0.002)
force_ideal = np.sqrt(6 * a_ideal) * u_ideal
ideal = simulate(u_ideal, force_ideal, 40.0, 5.0, 2500, 3000, 5000, 1)
_, ideal_mean, ideal_shape = averages(a_ideal)
ideal_v = drift_velocity(force_ideal, a_ideal)
assert abs(ideal[0] / ideal_mean - 1) < 0.03
assert abs(ideal[1] - ideal_shape) < 0.04
assert abs(ideal[2] / ideal_v - 1) < 0.04
assert ideal[1] < 5 / 3 - 0.15

# same phonons with constant collision time: a hot Maxwellian must appear
u_time, rate_time, hot = np.sqrt(0.003), 4.0, 8.0
force_time = rate_time * u_time * np.sqrt(3 * (hot - 1))
timed = simulate(u_time, force_time, 64.0, 10.0, 2300, 3000, 5000, 2,
                 fixed_rate=rate_time)
assert abs(timed[0] / (1.5 * hot) - 1) < 0.05
assert abs(timed[1] - 5 / 3) < 0.08

# ---- worked example ----
path = free_path(temperature, sound)
softness = mass * sound**2 / kT
u_ex = np.sqrt(softness)
force_ex = e * field * path / kT
a_ex = force_ex**2 / (6 * softness)
E_D = np.sqrt(2 * a_ex)
norm, mean_ex, shape_ex = averages(a_ex)
v_ex = drift_velocity(force_ex, a_ex)
tail_cut = 2.5 * mean_ex
tail_ex = integral(np.sqrt, a_ex, tail_cut) / norm
maxwell_tail = quad(lambda x: 2 / np.sqrt(np.pi) * np.sqrt(x) * np.exp(-x),
                    2.5 * 1.5, np.inf)[0]
loss = (2 * softness * np.sqrt(2)
        * integral(lambda x: x**2 * a_ex / (x + a_ex), a_ex) / norm)
assert abs(loss / (force_ex * v_ex) - 1) < 1e-6
sim = simulate(u_ex, force_ex, 25.0, 3.0, 1200, 2500, 8000, 3, tail=tail_cut)
assert abs(sim[0] / mean_ex - 1) < 0.12
assert abs(sim[2] / v_ex - 1) < 0.12
assert abs(sim[1] - shape_ex) < 0.08

v_unit = np.sqrt(kT / mass)
power = e * field * v_ex * v_unit
unit = kT / meV

# ---- sizes of neglected effects, rough couplings ----
channels = ((10.0, 2e7, 3), (28.0, 3e8, 3), (37.0, 5e8, 1))
shares = []
for quantum, coupling, valleys in channels:
    hw = quantum * meV
    strength = (coupling * 100 * e)**2 * np.pi / (density * hw / hbar)
    dos = (2 * mass)**1.5 / (4 * np.pi**2 * hbar**3)
    low = hw / kT
    flow = integral(lambda x: np.sqrt(x * max(x - low, 0.0)), a_ex, low)
    shares.append(strength * valleys * dos * np.sqrt(kT) * flow / norm
                  * hw / power)
m_long, m_trans = 1.6, 0.08
inv_c = 0.5 * (weights * (nodes**2 / m_long
                         + (1 - nodes**2) / m_trans)).sum()
m_bar = 0.5 * (weights * (nodes**2 * m_long
                         + (1 - nodes**2) * m_trans)).sum()
m_dos = (m_long * m_trans**2)**(1 / 3)
mass_factor = m_dos**2 * inv_c / m_bar
rate_mean = golden_rule(mean_ex * kT, temperature, sound)[0]
equip = rate_mean * path / np.sqrt(2 * mean_ex * kT / mass) - 1
number = 1e16          # per m^3, impurities and electrons alike
eps_r = 16.0
b90 = e**2 / (8 * np.pi * sc.epsilon_0 * eps_r * mean_ex * kT)
coulomb = 4 * np.pi * b90**2 * np.log(0.5 * number**(-1 / 3) / b90)
relax_path = path / (2 * softness)
bohr = sc.value('Bohr radius') * eps_r * sc.m_e / mass
donor = (number * np.pi * bohr**2 * np.sqrt(2 * mean_ex * kT / mass)
         * 10 * meV / power)
filling = (number / 8 * (2 * np.pi * hbar)**3
           / (2 * np.pi * (2 * mass * kT)**1.5 * norm))

print(f"input mass {mass/sc.m_e:.2f} m_e, sound speed {sound/1e3:.1f} km/s")
print(f"input density {density/1e3:.1f} g/cm3, Xi {Xi/e:.1f} eV")
print(f"input temperature {temperature:.1f} K, field {field/100:.1f} V/cm")
print(f"thermal energy kT {unit:.3f} meV")
print(f"m u^2 {softness*unit:.4f} meV, m u^2/kT {softness:.4f}")
print(f"free path l {path*1e6:.3f} um")
print(f"energy gained over one path eFl {force_ex*unit:.3f} meV")
print(f"crossover energy a {a_ex*unit:.2f} meV, a/kT {a_ex:.2f}")
print(f"field at which a = kT {field/np.sqrt(a_ex)/100:.2f} V/cm")
print(f"Druyvesteyn energy E_D {E_D*unit:.3f} meV")
print(f"range energy (3 a^2 kT)^(1/3) {(3*a_ex**2)**(1/3)*unit:.2f} meV")
print(f"local exponent at E_D {local_exponent(E_D, a_ex):.3f}")
print(f"local exponent at a {local_exponent(a_ex, a_ex):.3f}")
print(f"local exponent at 10 a {local_exponent(10*a_ex, a_ex):.3f}")
print(f"f1/f0 at E_D, Druyvesteyn limit {np.sqrt(12*softness):.3f}")
print(f"mean energy, Druyvesteyn {druy_mean*E_D*unit:.3f} meV")
print(f"mean energy, full formula {mean_ex*unit:.3f} meV")
print(f"mean energy, simulation {sim[0]*unit:.3f} meV")
print(f"mean energy at zero field {1.5*unit:.3f} meV")
print(f"shape <E^2>/<E>^2, Druyvesteyn {druy_shape:.4f}")
print(f"shape, Maxwellian {5/3:.4f}")
print(f"shape, full formula {shape_ex:.4f}, simulation {sim[1]:.4f}")
print(f"tail cut, 2.5 mean energies {tail_cut*unit:.2f} meV")
print(f"tail share, formula {tail_ex:.5f}, simulation {sim[3]:.5f}")
print(f"tail share, Maxwellian of equal mean {maxwell_tail:.5f}")
print(f"drift velocity, formula {v_ex*v_unit/1e3:.2f} km/s")
print(f"drift velocity, simulation {sim[2]*v_unit/1e3:.2f} km/s")
print(f"power per electron {power/meV*1e-9:.2f} meV/ns = {power*1e15:.3f} fW")
print(f"near-ideal run: a/kT {a_ideal:.0f}, m u^2/kT {u_ideal**2:.4f}")
print(f"  mean/kT formula {ideal_mean:.3f}, simulation {ideal[0]:.3f}")
print(f"  shape formula {ideal_shape:.4f}, simulation {ideal[1]:.4f}")
print(f"  drift/sqrt(kT/m) {ideal_v:.4f}, simulation {ideal[2]:.4f}")
print(f"constant-time run: predicted T_e/T {hot:.2f}")
print(f"  simulated 2<E>/3kT {timed[0]/1.5:.3f}, shape {timed[1]:.4f}")
for a_show in (10.0, 100.0, 1000.0, 1e5):
    print(f"shape at a/kT = {a_show:.0f}: {averages(a_show)[2]:.4f}")
for (quantum, coupling, valleys), share in zip(channels, shares):
    print(f"{quantum:.0f} meV phonon, {coupling:.0e} eV/cm, {valleys} valley(s):"
          f" loss/power {share:.2e}")
print(f"ellipsoid masses {m_long:.2f}, {m_trans:.2f} m_e:"
      f" a times {mass_factor:.3f}, E_D times {np.sqrt(mass_factor):.3f}")
print(f"collision rate above equipartition value {100*equip:.2f} %")
print(f"impurity and electron density {number/1e6:.0e} cm^-3")
print(f"impurity/acoustic scattering {number*coulomb*path:.2e}")
print(f"electron-electron/phonon energy exchange"
      f" {number*coulomb*relax_path:.2e}")
print(f"donor ionization loss/power {donor:.2e}")
print(f"occupation of the lowest state {filling:.2e}")
print(f"E_D at 300 K for the same a/kT {E_D*kB*300/meV:.1f} meV")
print("done: every assertion held")
```

Output:

```
input mass 0.20 m_e, sound speed 5.0 km/s
input density 5.3 g/cm3, Xi 10.0 eV
input temperature 15.0 K, field 6.0 V/cm
thermal energy kT 1.293 meV
m u^2 0.0284 meV, m u^2/kT 0.0220
free path l 2.918 um
energy gained over one path eFl 1.751 meV
crossover energy a 17.97 meV, a/kT 13.90
field at which a = kT 1.61 V/cm
Druyvesteyn energy E_D 6.815 meV
range energy (3 a^2 kT)^(1/3) 10.78 meV
local exponent at E_D 1.807
local exponent at a 1.629
local exponent at 10 a 1.196
f1/f0 at E_D, Druyvesteyn limit 0.514
mean energy, Druyvesteyn 5.041 meV
mean energy, full formula 6.214 meV
mean energy, simulation 6.224 meV
mean energy at zero field 1.939 meV
shape <E^2>/<E>^2, Druyvesteyn 1.3708
shape, Maxwellian 1.6667
shape, full formula 1.4222, simulation 1.4318
tail cut, 2.5 mean energies 15.53 meV
tail share, formula 0.02795, simulation 0.02994
tail share, Maxwellian of equal mean 0.05756
drift velocity, formula 12.41 km/s
drift velocity, simulation 12.18 km/s
power per electron 7.45 meV/ns = 1192.917 fW
near-ideal run: a/kT 50, m u^2/kT 0.0020
  mean/kT formula 8.272, simulation 8.297
  shape formula 1.3982, simulation 1.3981
  drift/sqrt(kT/m) 0.1593, simulation 0.1586
constant-time run: predicted T_e/T 8.00
  simulated 2<E>/3kT 7.902, shape 1.6704
shape at a/kT = 10: 1.4311
shape at a/kT = 100: 1.3902
shape at a/kT = 1000: 1.3770
shape at a/kT = 100000: 1.3715
10 meV phonon, 2e+07 eV/cm, 3 valley(s): loss/power 2.56e-01
28 meV phonon, 3e+08 eV/cm, 3 valley(s): loss/power 4.26e-02
37 meV phonon, 5e+08 eV/cm, 1 valley(s): loss/power 4.45e-04
ellipsoid masses 1.60, 0.08 m_e: a times 0.687, E_D times 0.829
collision rate above equipartition value -0.63 %
impurity and electron density 1e+10 cm^-3
impurity/acoustic scattering 1.11e-04
electron-electron/phonon energy exchange 2.52e-03
donor ionization loss/power 7.91e-05
occupation of the lowest state 9.49e-09
E_D at 300 K for the same a/kT 136.3 meV
done: every assertion held
```
